# Image error in the ionization energy of lithium in a periodic box: verification in Python

```python
"""
Result under test: a Li+ ion in a periodic cubic box of edge L with a uniform
neutralizing background has its energy shifted by
    -alpha q^2 k/(2 L) + 2 pi k q Q/(3 L^3),
while neutral Li has no such shift, so the ionization energy comes out too low
by about 1.36 eV at L = 15 angstrom.
alpha: simple cubic Madelung constant; q: ion charge in e; k = e^2/(4 pi eps0);
Q: second radial moment of the ion's charge density (electrons negative).
Internal work is in hartree atomic units (k = 1); printing is in eV and angstrom.
The box calculation uses reciprocal-space Coulomb integrals without G = 0 and
never uses alpha. Exchange is evaluated in free space (no image terms).
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.special import erfc
from pyscf import gto, scf, mcscf

HARTREE = constants.value("Hartree energy in eV")
BOHR = constants.value("Bohr radius") * 1e10
Z = 3
ION_CHARGE = 1


# ---------- Madelung constant by the Ewald split (unit cube) ----------
def ewald_alpha(eta, reach=6):
    axis = np.arange(-reach, reach + 1)
    x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
    n2 = (x**2 + y**2 + z**2).ravel().astype(float)
    n2 = n2[n2 > 0]
    n = np.sqrt(n2)
    near = np.sum(erfc(eta * n) / n)
    far = np.sum(np.exp(-np.pi**2 * n2 / eta**2) / (np.pi * n2))
    return -(near + far - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)


alpha = ewald_alpha(np.sqrt(np.pi))
assert abs(alpha - ewald_alpha(1.3 * np.sqrt(np.pi))) < 1e-10

# ---------- Same constant by direct summation over growing cubes ----------
# Potential at the centre of a uniform unit cube, by six equal pyramids.
u, wu = np.polynomial.legendre.leggauss(60)
cube_centre = 0.75 * np.sum(
    np.outer(wu, wu) / np.sqrt(1 + u[:, None]**2 + u[None, :]**2))
# Cell-average potential of an array of neutral cells (point plus cube):
# -(2 pi/3) times the second moment of the cell charge.
cube_second_moment = 3 * np.sum(wu / 2 * (u / 2)**2)
average_potential = 2 * np.pi / 3 * cube_second_moment


def direct_alpha(reach):
    axis = np.arange(-reach, reach + 1)
    n2 = (axis[:, None, None]**2 + axis[None, :, None]**2
          + axis[None, None, :]**2).ravel().astype(float)
    point_sum = np.sum(1 / np.sqrt(n2[n2 > 0]))
    side = 2 * reach + 1
    return side**2 * cube_centre - point_sum + average_potential


coarse, fine = direct_alpha(20), direct_alpha(40)
# The truncation error falls as 1/side^2, so it is extrapolated away.
alpha_direct = (81**2 * fine - 41**2 * coarse) / (81**2 - 41**2)
assert abs(alpha_direct - alpha) < 1e-5

# ---------- Free-space integrals over s-type Gaussians ----------
s_exponents = [0.012 * 2.5**i for i in range(11)]
s_basis = [[0, [a, 1.0]] for a in s_exponents]
mol = gto.M(atom="Li 0 0 0", basis={"Li": s_basis}, spin=1, verbose=0)
exps = np.array([mol.bas_exp(i)[0] for i in range(mol.nbas)])
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
nuclear_free = mol.intor("int1e_nuc")
r_squared = mol.intor("int1e_r2")
eri_free = mol.intor("int2e")
nbas = len(exps)

# ---------- Periodic Coulomb integrals by explicit reciprocal sums ----------
rows, cols = np.tril_indices(nbas)
pair_exp = exps[rows] + exps[cols]
pair_charge = overlap[rows, cols]
pair_index = np.zeros((nbas, nbas), dtype=int)
pair_index[rows, cols] = np.arange(len(rows))
pair_index[cols, rows] = np.arange(len(rows))
G2_MAX = 4 * pair_exp.max() * 28


def shell_limit(length):
    return int(G2_MAX * length**2 / (4 * np.pi**2)) + 1


def lattice_counts(limit):
    """Number of integer triples with squared length m, for m = 0..limit."""
    kmax = int(np.sqrt(limit))
    squares = np.arange(-kmax, kmax + 1)**2
    two = np.bincount((squares[:, None] + squares[None, :]).ravel(),
                      minlength=limit + 1)[:limit + 1]
    three = two.copy()
    for j in range(1, kmax + 1):
        three[j * j:] += 2 * two[:limit + 1 - j * j]
    return three


box_edges = [12.0, 15.0, 20.0]
counts = lattice_counts(shell_limit(max(box_edges) / BOHR))
assert list(counts[1:4]) == [6, 12, 8]


def box_integrals(length):
    repulsion = np.zeros((len(rows), len(rows)))
    attraction = np.zeros(len(rows))
    limit = shell_limit(length)
    for start in range(1, limit + 1, 20000):
        m = np.arange(start, min(start + 20000, limit + 1))
        m = m[counts[m] > 0]
        g2 = (2 * np.pi / length)**2 * m
        weight = counts[m] * 4 * np.pi / (length**3 * g2)
        form = pair_charge[:, None] * np.exp(-g2 / (4 * pair_exp[:, None]))
        repulsion += (form * weight) @ form.T
        attraction -= Z * (form @ weight)
    eri = repulsion[pair_index[:, :, None, None], pair_index[None, None]]
    return attraction[pair_index], eri


# ---------- Unrestricted Hartree-Fock ----------
def solve_uhf(core, eri_hartree, n_up, n_down):
    density = np.zeros((2, nbas, nbas))
    for _ in range(500):
        hartree = np.einsum("pqrs,rs->pq", eri_hartree, density.sum(axis=0))
        energy = 0.0
        new = np.zeros_like(density)
        orbitals = []
        for s, n_occ in enumerate((n_up, n_down)):
            exchange = np.einsum("prqs,rs->pq", eri_free, density[s])
            fock = core + hartree - exchange
            energy += 0.5 * np.sum(density[s] * (core + fock))
            _, c = eigh(fock, overlap)
            new[s] = c[:, :n_occ] @ c[:, :n_occ].T
            orbitals.append(c)
        if np.max(np.abs(new - density)) < 1e-8:
            return energy, density.sum(axis=0), orbitals
        density = 0.5 * density + 0.5 * new
    raise AssertionError("self-consistency not reached")


core_free = kinetic + nuclear_free
atom_free, _, atom_orbitals = solve_uhf(core_free, eri_free, 2, 1)
ion_free, ion_density, _ = solve_uhf(core_free, eri_free, 1, 1)
ie_free = ion_free - atom_free
Q = -np.sum(ion_density * r_squared)

results = {}
for edge in box_edges:
    length = edge / BOHR
    nuclear_box, eri_box = box_integrals(length)
    core_box = kinetic + nuclear_box
    atom_box = solve_uhf(core_box, eri_box, 2, 1)[0]
    ion_box = solve_uhf(core_box, eri_box, 1, 1)[0]
    shift = ion_box - atom_box - ie_free
    leading = -alpha * ION_CHARGE**2 / (2 * length)
    size_term = 2 * np.pi * ION_CHARGE * Q / (3 * length**3)
    # The nuclear lattice energy is restored with the directly summed constant.
    atom_shift = atom_box - Z**2 * alpha_direct / (2 * length) - atom_free
    assert abs(shift - leading - size_term) < 2e-6
    assert abs(atom_shift) < 1e-5
    results[edge] = (shift, leading, size_term, atom_shift)

shift, leading, size_term, atom_shift = results[15.0]
assert abs(-leading * HARTREE - 1.36) < 0.005
assert abs(shift / leading - 1) < 0.005

# ---------- Size of neglected effects ----------
p_basis = [[1, [a, 1.0]] for a in (0.06, 0.18, 0.54, 1.6, 4.9, 14.0)]


def correlated_energy(charge, spin):
    m = gto.M(atom="Li 0 0 0", basis={"Li": s_basis + p_basis},
              charge=charge, spin=spin, verbose=0)
    mf = scf.RHF(m)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    cas = mcscf.CASCI(mf, mf.mo_coeff.shape[1], m.nelectron)
    cas.canonicalization = False
    return mf.e_tot, cas.kernel()[0]


atom_rohf, atom_fci = correlated_energy(0, 1)
ion_rhf, ion_fci = correlated_energy(1, 0)
assert abs(atom_rohf - atom_free) < 1e-4
assert abs(ion_rhf - ion_free) < 1e-6
ie_fci = ion_fci - atom_fci
assert abs(ie_fci - ie_free) < 0.1 * abs(leading)

c2s = atom_orbitals[0][:, 1]
reduced = np.outer(exps, exps) / (exps[:, None] + exps[None, :])
neighbour_overlap = abs(
    c2s @ (overlap * np.exp(-reduced * (15.0 / BOHR)**2)) @ c2s)
overlap_scale = 6 * neighbour_overlap * ie_free
assert overlap_scale < 0.02 * abs(leading)

# ---------- Output ----------
print(f"Coulomb constant k = {HARTREE * BOHR:.4f} eV angstrom")
print("Ewald shells at eta = sqrt(pi)/L (dimensionless):")
partial = -3.0
for m in (1, 2, 3):
    n = np.sqrt(m)
    near = counts[m] * erfc(np.sqrt(np.pi) * n) / n
    far = counts[m] * np.exp(-np.pi * m) / (np.pi * m)
    partial += near + far
    print(f"  n^2={m}: members {counts[m]}, real {near:.6f}, "
          f"reciprocal {far:.6f}, running total {partial:.6f}")
print(f"alpha, Ewald sum = {alpha:.6f}")
print(f"alpha, direct cube sum = {alpha_direct:.6f}")
print("Box edge L = 15 angstrom, ion charge q = +1 e:")
print(f"  leading image error = {leading * HARTREE:.4f} eV")
print(f"  second radial moment Q = {Q * BOHR**2:.4f} e angstrom^2")
print(f"  finite-size (Q) term = {size_term * HARTREE:.5f} eV")
print(f"  leading + Q term = {(leading + size_term) * HARTREE:.5f} eV")
print(f"  self-consistent shift = {shift * HARTREE:.5f} eV")
print(f"  shift of neutral atom = {atom_shift * HARTREE:.1e} eV")
print(f"Free-atom ionization energy, HF = {ie_free * HARTREE:.4f} eV")
print(f"Ionization energy in the box = {(ie_free + shift) * HARTREE:.4f} eV")
print("Box value after leading correction = "
      f"{(ie_free + shift - leading) * HARTREE:.4f} eV")
print("Shift of ionization energy against box edge:")
for edge in box_edges:
    row = results[edge]
    print(f"  L={edge:.0f} angstrom: computed {row[0] * HARTREE:.4f} eV, "
          f"leading {row[1] * HARTREE:.4f} eV, "
          f"Q term {row[2] * HARTREE:.5f} eV")
print("Neglected effects:")
print(f"  ionization energy, full CI in s,p basis = {ie_fci * HARTREE:.4f} eV")
print(f"  correlation contribution = {(ie_fci - ie_free) * HARTREE:.4f} eV")
print(f"  2s overlap with neighbour at 15 angstrom = {neighbour_overlap:.1e}")
print(f"  rough overlap energy scale = {overlap_scale * HARTREE:.1e} eV")
print("checks complete")
```

Printed output:

```
Coulomb constant k = 14.3996 eV angstrom
Ewald shells at eta = sqrt(pi)/L (dimensionless):
  n^2=1: members 6, real 0.073133, reciprocal 0.082533, running total -2.844334
  n^2=2: members 12, real 0.003333, reciprocal 0.003567, running total -2.837435
  n^2=3: members 8, real 0.000065, reciprocal 0.000068, running total -2.837301
alpha, Ewald sum = 2.837297
alpha, direct cube sum = 2.837297
Box edge L = 15 angstrom, ion charge q = +1 e:
  leading image error = -1.3619 eV
  second radial moment Q = -0.2498 e angstrom^2
  finite-size (Q) term = -0.00223 eV
  leading + Q term = -1.36410 eV
  self-consistent shift = -1.36410 eV
  shift of neutral atom = -4.1e-10 eV
Free-atom ionization energy, HF = 5.3407 eV
Ionization energy in the box = 3.9766 eV
Box value after leading correction = 5.3385 eV
Shift of ionization energy against box edge:
  L=12 angstrom: computed -1.7067 eV, leading -1.7023 eV, Q term -0.00436 eV
  L=15 angstrom: computed -1.3641 eV, leading -1.3619 eV, Q term -0.00223 eV
  L=20 angstrom: computed -1.0223 eV, leading -1.0214 eV, Q term -0.00094 eV
Neglected effects:
  ionization energy, full CI in s,p basis = 5.3843 eV
  correlation contribution = 0.0436 eV
  2s overlap with neighbour at 15 angstrom = 3.5e-05
  rough overlap energy scale = 1.1e-03 eV
checks complete
```
